# When Precursor Pressure Does and Does Not Improve Trench Step Coverage: verification in Python

```python
# Result under test: in a trench fed by collisionless (molecular) flow, the
# deposit thickness relative to the flat field does not depend on precursor
# pressure if the rate is first order in the arriving flux, whereas with
# Langmuir site filling it rises with pressure at every point.
# Symbols: y = local arriving flux / flux on the flat field
#   s = reactive sticking probability on an almost empty surface
#   beta = site-filling parameter, proportional to pressure
#   rate / field flux = s*y/(1+beta*y);  r = rate / field rate
#   K, g = view factors from a surface element to the other elements and
#   to the opening;  G = mean number of wall hits before escape.
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)

# ---- inputs (lengths of the trench in nm, all else SI unless named) ----
WIDTH, DEPTH, FIELD_FILM = 100.0, 500.0, 30.0
TEMPERATURE = 523.0
MASS_AL = 26.982
MOLAR_MASS = 12 * 12.011 + 27 * 1.008 + MASS_AL      # Al(C4H9)3, g/mol
DENSITY_AL = 2.70                                    # g/cm3
STICK_BARE = 0.2             # adsorption probability on a free site
K_REACT, K_DESORB = 50.0, 50.0                       # 1/s
SITES = 2.0e18                                       # 1/m2
DIAMETER = 0.9e-9            # rough collision diameter of the precursor, m
SPEEDUP = 1000.0             # fast surface: both rate constants times this
MTORR = const.torr * 1e-3

mass = MOLAR_MASS * 1e-3 / const.N_A
atoms_al = DENSITY_AL * 1e3 / (MASS_AL * 1e-3) * const.N_A
s = STICK_BARE * K_REACT / (K_REACT + K_DESORB)


def field_flux(p_mtorr):
    return p_mtorr * MTORR / np.sqrt(2 * np.pi * mass * const.k * TEMPERATURE)


def site_filling(flux, speedup=1.0):
    return STICK_BARE * flux / ((K_REACT + K_DESORB) * speedup * SITES)


def to_nm_per_s(rate):
    return rate / atoms_al * 1e9


class Trench:
    """View factors of a rectangular trench by the crossed-string rule."""

    def __init__(self, width, depth, n_wall=60, n_floor=16):
        def graded(n):
            return (1 - np.cos(np.pi * np.arange(n + 1) / n)) / 2
        down, across = depth * graded(n_wall), width * graded(n_floor)
        x = np.concatenate([np.zeros(n_wall), across[:-1],
                            np.full(n_wall + 1, width), [0.0]])
        z = np.concatenate([down[:-1], np.full(n_floor, depth),
                            down[::-1], [0.0]])
        dist = np.hypot(x[:, None] - x, z[:, None] - z)
        self.length = np.hypot(np.diff(x), np.diff(z))
        strings = (dist[:-1, :-1] + dist[1:, 1:]
                   - dist[1:, :-1] - dist[:-1, 1:])
        factors = strings / (2 * self.length[:, None])
        np.fill_diagonal(factors, 0.0)
        self.K, self.g = factors[:-1, :-1], factors[:-1, -1]
        self.one = np.eye(len(self.g))
        self.wall = slice(0, n_wall)
        self.floor = slice(n_wall, n_wall + n_floor)
        self.wall_depth = (down[1:] + down[:-1]) / 2

    def mean(self, values, part):
        return np.average(values[part], weights=self.length[:-1][part])

    def flux(self, beta):
        """Newton solution of the nonlinear flux balance."""
        y = np.ones(len(self.g))
        for _ in range(60):
            miss = y - self.g - self.K @ (y - s * y / (1 + beta * y))
            slope = 1 - s / (1 + beta * y) ** 2
            step = np.linalg.solve(self.one - self.K * slope, miss)
            y = y - step
            if np.max(np.abs(step)) < 1e-12:
                return y
        raise RuntimeError("flux balance did not converge")

    def profile(self, beta):
        y = self.flux(beta)
        return y * (1 + beta) / (1 + beta * y)

    def coverage(self, beta):
        return self.mean(self.profile(beta), self.floor)


trench = Trench(WIDTH, DEPTH)
assert np.allclose(trench.g + trench.K.sum(axis=1), 1, atol=1e-9)
y_first = trench.flux(0.0)
sc_first = trench.mean(y_first, trench.floor)
hits_before_escape = np.linalg.solve(trench.one - trench.K,
                                     trench.K.sum(axis=1))
G = trench.mean(hits_before_escape, trench.floor)
assert abs(Trench(WIDTH, DEPTH, 30, 8).coverage(0.0) - sc_first) < 2e-3


# ---- Monte Carlo flights in three dimensions with cosine emission ----
def fly(start, stick, count):
    """start: 2 = floor, 3 = opening. Returns wall hits and floor hits."""
    x = rng.random(count) * WIDTH
    z = np.full(count, DEPTH if start == 2 else 0.0)
    surface = np.full(count, start)
    ids = np.arange(count)
    hits, floor_hits = np.zeros(count), np.zeros(count)
    while ids.size:
        u = 1 - rng.random(ids.size)
        normal = np.sqrt(u)
        along = np.sqrt(1 - u) * np.cos(2 * np.pi * rng.random(ids.size))
        along = np.where(along == 0, 1e-12, along)
        vx = np.where(surface == 0, normal,
                      np.where(surface == 1, -normal, along))
        vz = np.where(surface == 2, -normal,
                      np.where(surface == 3, normal, along))
        tx = np.where(vx > 0, WIDTH - x, -x) / vx
        tz = np.where(vz > 0, DEPTH - z, -z) / vz
        side = tx < tz
        inside = side | (vz > 0)
        x = np.where(side, np.where(vx > 0, WIDTH, 0.0), x + vx * tz)
        z = np.where(side, z + vz * tx, DEPTH)
        surface = np.where(side, np.where(vx > 0, 1, 0), 2)
        hits[ids[inside]] += 1
        floor_hits[ids[inside & (surface == 2)]] += 1
        keep = inside & (rng.random(ids.size) >= stick)
        x, z, surface, ids = x[keep], z[keep], surface[keep], ids[keep]
    return hits, floor_hits


def mean_and_error(sample):
    return sample.mean(), sample.std() / np.sqrt(sample.size)


N_FLIGHTS = 150000
mc_arrival, err_arrival = mean_and_error(fly(3, s, N_FLIGHTS)[1])
hits_out = fly(2, 0.0, N_FLIGHTS)[0]
mc_escape, err_escape = mean_and_error((1 - s) ** hits_out)
mc_hits, err_hits = mean_and_error(hits_out)
assert abs(mc_arrival - sc_first) < 5 * err_arrival
assert abs(mc_escape - sc_first) < 5 * err_escape
assert abs(mc_hits - G) < 5 * err_hits


# ---- Langmuir law against site coverage marched in time ----
def marched_rate(flux0, speedup):
    k_r, k_d = K_REACT * speedup, K_DESORB * speedup
    theta = np.zeros(len(trench.g))
    dt = 1 / (k_r + k_d)
    for _ in range(300):
        reflect = 1 - STICK_BARE * (1 - theta)
        source = trench.g * flux0 + trench.K @ (k_d * SITES * theta)
        arriving = np.linalg.solve(trench.one - trench.K * reflect, source)
        fill = STICK_BARE * arriving / SITES
        theta = (theta + dt * fill) / (1 + dt * (fill + k_r + k_d))
    return k_r * SITES * theta


worst_march = 0.0
for p, speed in [(0.1, 1.0), (10.0, 1.0), (10.0, SPEEDUP)]:
    f0 = field_flux(p)
    b = site_filling(f0, speed)
    y = trench.flux(b)
    law = f0 * s * y / (1 + b * y)
    worst_march = max(worst_march,
                      np.max(np.abs(marched_rate(f0, speed) / law - 1)))
assert worst_march < 1e-6

# ---- flux and normalized rate rise with site filling at every point ----
ladder = [0.0, 0.1, 1.0, 10.0, 100.0]
assert np.all(np.diff([trench.flux(b) for b in ladder], axis=0) > 0)
assert np.all(np.diff([trench.profile(b) for b in ladder], axis=0) > 0)

# ---- small and large site filling ----
onset = y_first * (1 - y_first) + np.linalg.solve(
    trench.one - (1 - s) * trench.K, trench.K @ (s * y_first ** 2))
numeric_onset = (trench.profile(1e-5) - y_first) / 1e-5
assert np.allclose(onset, numeric_onset, rtol=2e-3)
assert np.all(numeric_onset <= 1 - y_first ** 2)
onset_floor = trench.mean(onset, trench.floor)


def shortfall_limit(beta):
    return s * G / (1 + beta) ** 2


limit_errors = [abs((1 - trench.coverage(b)) / shortfall_limit(b) - 1)
                for b in (100.0, 1000.0)]
assert limit_errors[1] < 0.01 and limit_errors[1] < 0.2 * limit_errors[0]

# ---- by-product: three isobutene molecules per deposited Al atom ----
isobutene = np.linalg.solve(trench.one - trench.K,
                            trench.K @ (3 * s * y_first))
assert np.allclose(isobutene, 3 * (1 - y_first), atol=1e-8)
isobutene_ratio = (trench.mean(isobutene, trench.floor) / sc_first)


# ---- growing film, trench kept rectangular ----
def grow(p_mtorr, speedup, steps):
    flux0 = field_flux(p_mtorr)
    beta = site_filling(flux0, speedup)
    v_field = to_nm_per_s(s * flux0 / (1 + beta))
    duration = FIELD_FILM / v_field
    dt = duration / steps

    def speeds(width, depth):
        shape = Trench(width, depth, 30, 8)
        y_now = shape.flux(beta)
        v = to_nm_per_s(flux0 * s * y_now / (1 + beta * y_now))
        return shape.mean(v, shape.wall), shape.mean(v, shape.floor)

    width, depth, floor_film = WIDTH, DEPTH, 0.0
    for _ in range(steps):
        v_wall, v_floor = speeds(width, depth)
        v_wall, v_floor = speeds(width - v_wall * dt,
                                 depth + (v_field - v_floor) * dt / 2)
        width -= 2 * v_wall * dt
        depth += (v_field - v_floor) * dt
        floor_film += v_floor * dt
    return floor_film / FIELD_FILM, width, duration


linear_low = grow(0.1, np.inf, 20)
linear_high = grow(10.0, np.inf, 33)
slow_low = grow(0.1, 1.0, 20)
slow_high = grow(10.0, 1.0, 33)
assert abs(linear_low[0] - linear_high[0]) < 1e-3
assert abs(linear_low[1] / linear_high[1] - 1) < 1e-3
assert slow_high[0] > slow_low[0] + 0.1

# ---- nearly first-order surface: shift follows the onset slope ----
beta_fast = site_filling(field_flux(10.0), SPEEDUP)
shift_fast = trench.coverage(beta_fast) - sc_first
assert abs(shift_fast / (onset_floor * beta_fast) - 1) < 0.1

# ---- sizes of neglected effects ----
free_path = const.k * TEMPERATURE / (np.sqrt(2) * np.pi * DIAMETER ** 2
                                     * 10.0 * MTORR)
p_collisions = 10.0 * MTORR * free_path / (10 * WIDTH * 1e-9) / const.torr
response = 1 / (K_REACT + K_DESORB)
diffusivity = (DEPTH * 1e-7) ** 2 / response
assert free_path > 100 * WIDTH * 1e-9
assert response < 0.01 * slow_high[2]

# ---- printed numbers ----
print(f"trench width {WIDTH:.0f} nm, depth {DEPTH:.0f} nm")
print(f"temperature {TEMPERATURE:.0f} K")
print(f"precursor molar mass {MOLAR_MASS:.2f} g/mol")
print(f"Al density {DENSITY_AL:.2f} g/cm3 = {atoms_al:.3e} atoms/m3")
print(f"bare-site adsorption probability {STICK_BARE}")
print(f"slow surface: k_r {K_REACT:.0f} 1/s, k_d {K_DESORB:.0f} 1/s")
print(f"site density {SITES:.1e} 1/m2; fast surface factor {SPEEDUP:.0f}")
print(f"reactive sticking s {s:.3f}")
print(f"field flux at 1 mTorr {field_flux(1.0):.3e} 1/(m2 s)")
print(f"slow: pressure for beta=1 {1 / site_filling(field_flux(1.0)):.3f} mTorr")
print(f"slow: saturated rate {60 * to_nm_per_s(K_REACT * SITES):.1f} nm/min")
print(f"first-order step coverage {sc_first:.4f}")
print(f"  flights from opening {mc_arrival:.4f} +- {err_arrival:.4f}")
print(f"  escape average       {mc_escape:.4f} +- {err_escape:.4f}")
print(f"mean hits G from floor {G:.2f}; flights {mc_hits:.2f} +- {err_hits:.2f}")
print(f"largest rel. gap, marched sites vs law {worst_march:.1e}")
for name, speed in (("slow", 1.0), ("fast", SPEEDUP)):
    print(f"{name}: p mTorr, beta, field nm/min, floor nm/min, SC")
    for p in (0.1, 0.3, 1.0, 3.0, 10.0):
        f0 = field_flux(p)
        b = site_filling(f0, speed)
        v = 60 * to_nm_per_s(s * f0 / (1 + b))
        sc = trench.coverage(b)
        print(f"  {p:5.1f} {b:10.5f} {v:8.2f} {v * sc:8.2f} {sc:.4f}")
print("wall: depth nm, r first order, r slow 0.1, r slow 10 mTorr")
profiles = [y_first] + [trench.profile(site_filling(field_flux(p)))
                        for p in (0.1, 10.0)]
for d in (25.0, 125.0, 250.0, 375.0, 475.0):
    row = [np.interp(d, trench.wall_depth, q[trench.wall]) for q in profiles]
    print(f"  {d:5.0f} " + " ".join(f"{v:.4f}" for v in row))
print(f"onset slope dSC/dbeta at floor {onset_floor:.4f}")
print(f"fast, 10 mTorr: SC shift {shift_fast:.5f}, "
      f"slope*beta {onset_floor * beta_fast:.5f}")
b10 = site_filling(field_flux(10.0))
print(f"slow, 10 mTorr: 1-SC {1 - trench.coverage(b10):.5f}, "
      f"limit {shortfall_limit(b10):.5f}")
print(f"limit rel. error: beta 100 {limit_errors[0]:.4f}, "
      f"beta 1000 {limit_errors[1]:.4f}")
print(f"after {FIELD_FILM:.0f} nm field film: floor/field, width nm, time s")
for name, out in (("first order 0.1 mTorr", linear_low),
                  ("first order 10 mTorr", linear_high),
                  ("slow 0.1 mTorr", slow_low), ("slow 10 mTorr", slow_high)):
    print(f"  {name}: {out[0]:.4f} {out[1]:.2f} {out[2]:.2f}")
print(f"collision diameter (rough) {DIAMETER * 1e9:.1f} nm")
print(f"mean free path at 10 mTorr {free_path * 1e3:.2f} mm")
print(f"pressure for free path = 10 widths {p_collisions:.1f} Torr")
print(f"slow surface response time {response:.3f} s")
print(f"isobutene/precursor arrivals at floor, 1st order {isobutene_ratio:.2f}")
print(f"diffusivity to travel the depth {diffusivity:.1e} cm2/s")
print("success")
```

Running it gives:

```
trench width 100 nm, depth 500 nm
temperature 523 K
precursor molar mass 198.33 g/mol
Al density 2.70 g/cm3 = 6.026e+28 atoms/m3
bare-site adsorption probability 0.2
slow surface: k_r 50 1/s, k_d 50 1/s
site density 2.0e+18 1/m2; fast surface factor 1000
reactive sticking s 0.100
field flux at 1 mTorr 1.091e+21 1/(m2 s)
slow: pressure for beta=1 0.917 mTorr
slow: saturated rate 99.6 nm/min
first-order step coverage 0.3816
  flights from opening 0.3815 +- 0.0022
  escape average       0.3828 +- 0.0008
mean hits G from floor 15.83; flights 15.79 +- 0.04
largest rel. gap, marched sites vs law 1.4e-15
slow: p mTorr, beta, field nm/min, floor nm/min, SC
    0.1    0.10907     9.79     4.08 0.4168
    0.3    0.32721    24.55    11.85 0.4829
    1.0    1.09069    51.94    34.64 0.6669
    3.0    3.27207    76.26    68.28 0.8954
   10.0   10.90691    91.20    90.06 0.9875
fast: p mTorr, beta, field nm/min, floor nm/min, SC
    0.1    0.00011    10.86     4.14 0.3816
    0.3    0.00033    32.57    12.43 0.3817
    1.0    0.00109   108.48    41.43 0.3819
    3.0    0.00327   324.72   124.25 0.3826
   10.0    0.01091  1074.24   413.75 0.3852
wall: depth nm, r first order, r slow 0.1, r slow 10 mTorr
     25 0.7171 0.7451 0.9954
    125 0.5213 0.5583 0.9915
    250 0.3888 0.4256 0.9881
    375 0.3303 0.3653 0.9863
    475 0.3263 0.3609 0.9861
onset slope dSC/dbeta at floor 0.3300
fast, 10 mTorr: SC shift 0.00359, slope*beta 0.00360
slow, 10 mTorr: 1-SC 0.01254, limit 0.01116
limit rel. error: beta 100 0.0156, beta 1000 0.0016
after 30 nm field film: floor/field, width nm, time s
  first order 0.1 mTorr: 0.3282 76.21 165.75
  first order 10 mTorr: 0.3282 76.21 1.66
  slow 0.1 mTorr: 0.3564 74.44 183.83
  slow 10 mTorr: 0.9722 41.35 19.74
collision diameter (rough) 0.9 nm
mean free path at 10 mTorr 1.50 mm
pressure for free path = 10 widths 15.0 Torr
slow surface response time 0.010 s
isobutene/precursor arrivals at floor, 1st order 4.86
diffusivity to travel the depth 2.5e-07 cm2/s
success
```
